# The one-nth rule for the repulsion in an ion pair, part 2

Two ions of charges $\pm q$, classical points at rest a distance $r$ apart, have the energy

$$E(r)=-\frac{q^2}{r}+\frac{B}{r^n},\qquad B>0,\quad n>1. \tag{1}$$

Free ions at rest have zero energy. Gaussian units are used, and here $q^2=e^2=1.43996$ eV nm. The theorem states that at the minimum $r_0$ the repulsion cancels $1/n$ of the Coulomb energy, whose size there is $C=e^2/r_0$. The depth is $D=C(1-1/n)$. At any distance

$$\frac{B/r^n}{q^2/r}=\frac1n\left(\frac{r_0}{r}\right)^{n-1}, \tag{13}$$

and the stiffness is

$$k=E''(r_0)=(n-1)\frac{q^2}{r_0^3}. \tag{14}$$

For an exponential repulsion $R=A\,e^{-r/\rho}$ with decay length $\rho$, the corresponding results are

$$\frac{R(r_0)}{q^2/r_0}=\frac{\rho}{r_0},\qquad
E''(r_0)=\frac{q^2}{r_0^3}\left(\frac{r_0}{\rho}-2\right). \tag{21}$$

With $x=r/r_0$, energy (1) becomes

$$E=C\left[-\frac1x+\frac{1}{n\,x^n}\right]. \tag{22}$$

The example is one NaCl molecule, computed by second-order Møller–Plesset theory (MP2) with frozen cores, in the def2-TZVP basis on sodium and aug-cc-pVTZ on chlorine. The energies are not corrected for basis-set superposition, the artificial lowering that arises when one ion borrows the other's basis functions. The computed curve gives $r_0=0.2402$ nm and $k=631.3$ eV/nm², so $C=5.995$ eV and $kr_0^2=36.4$ eV. The model then has $n=7.07$, $1/n=0.141$, a repulsion of 0.85 eV and $D=5.15$ eV. The MP2 depth to free ions is 5.59 eV, so the model falls short by 0.44 eV. Correlating the 2s and 2p electrons of sodium raises the MP2 separation energy by 0.11 eV.

**Remark: what the depth does not reveal.** One could compute $1-D/C$ from the MP2 depth and obtain 0.068, about half of $1/n$. This is not a measurement of the repulsion. It is the net effect of everything in the molecule other than the Coulomb energy of two point charges, and that includes further attractions, which offset part of the repulsion.

**Remark: how much depends on the power law.** Suppose that the repulsion is exponential, with the same $r_0$ and $k$. Comparing (21) with (14) shows that $r_0/\rho-2$ takes the place of $n-1$, so $r_0/\rho=n+1=8.07$. The cancelled fraction becomes $1/8.07=0.124$ in place of 0.141, and the depth becomes $5.995\,(1-0.124)=5.25$ eV. The choice of shape moves the depth by 0.10 eV, less than the shortfall of 0.44 eV.

### Lemma 3: energy of a polarised anion

*In a uniform field of strength $F$, an ion of polarisability $\alpha$ lowers its energy by $\tfrac12\alpha F^2$, to leading order in the field.*

**Proof.** Let the field induce a dipole $p$. Its energy in the field is $-pF$. Distorting the ion costs energy, and for small distortion the cost is quadratic, $p^2/(2\alpha)$. This form defines $\alpha$: the sum $-pF+p^2/(2\alpha)$ is stationary when $-F+p/\alpha=0$, that is, at $p=\alpha F$. Its value there is $-\alpha F^2+\tfrac12\alpha F^2=-\tfrac12\alpha F^2$. $\square$

The cation produces the field $F=e/r^2$ at the centre of the anion. If the anion is small compared with $r$, this field is nearly uniform across it, and the energy changes by

$$-\frac{\alpha e^2}{2r^4}=-P\left(\frac{r_0}{r}\right)^4,\qquad P=\frac{\alpha e^2}{2r_0^4}. \tag{25}$$

The polarisability of Cl⁻, found at the MP2 level from the lowering of its energy in a weak uniform field, is $4.12\times10^{-3}$ nm³ in the basis used here. This is too low, because the loosely held outer electrons of an anion need more diffuse functions: one further set of s, p, d and f functions on chlorine, with exponents that continue the most diffuse ones geometrically, raises the value to about $5.4\times10^{-3}$ nm³. The smaller value is kept below, so that all the numbers refer to one basis. Since $r_0^4=3.33\times10^{-3}$ nm⁴,

$$P=\frac{4.12\times10^{-3}\times1.43996}{2\times3.33\times10^{-3}}\ \text{eV}=0.89\ \text{eV}. \tag{26}$$

This is as large as the repulsion of the simple model, so it cannot be dismissed as a small correction to that term. At $r_0$ the anion is not small compared with the distance, and (26) should be read as a size.

### Proposition: the rule with polarisation

*Let*

$$E=-\frac{C}{x}-\frac{P}{x^4}+\frac{R_0}{x^n},\qquad x=\frac{r}{r_0},\quad n>4, \tag{27}$$

*have its minimum at $x=1$. Then*

$$R_0=\frac{C+4P}{n},\qquad
n+1=\frac{kr_0^2+2C+20P}{C+4P},\qquad
D=C+P-\frac{C+4P}{n}. \tag{28}$$

**Proof.** The derivative is

$$\frac{dE}{dx}=\frac{C}{x^2}+\frac{4P}{x^5}-\frac{nR_0}{x^{n+1}}. \tag{29}$$

Setting it to zero at $x=1$ gives $nR_0=C+4P$, the first result. This point is the global minimum: multiplied by the positive factor $x^{n+1}$, the derivative is $Cx^{n-1}+4Px^{n-4}-nR_0$, which increases with $x$ for $n>4$ and so changes sign once, from negative to positive.

The second derivative at $x=1$ is $-2C-20P+n(n+1)R_0$. It equals $kr_0^2$, because each derivative with respect to $x$ brings a factor $r_0$. Replacing $nR_0$ by $C+4P$ gives

$$kr_0^2=-2C-20P+(n+1)(C+4P),$$

which is solved for $n+1$. The depth is $-E$ at $x=1$, namely $C+P-R_0$. $\square$

The polarisation pulls the ions together, so a larger repulsive force is needed to hold them at $r_0$. The ratio of repulsion to Coulomb energy is now $(1+4P/C)/n$, which is greater than $1/n$. The one-nth rule thus belongs to the two-term energy and does not carry over to an ion pair with further forces.

For the molecule, $C+4P=9.56$ eV and $2C+20P=29.8$ eV, so

$$n=\frac{36.4+29.8}{9.56}-1=5.93,\qquad R_0=\frac{9.56}{5.93}\ \text{eV}=1.61\ \text{eV}. \tag{30}$$

The repulsion is almost twice the earlier 0.85 eV and amounts to 0.27 of the Coulomb energy. The depth is $5.995+0.892-1.613=5.27$ eV, just 0.13 eV more than before. The gain of 0.89 eV from polarisation is largely used up by the increase of 0.77 eV in repulsion that the same bond length and stiffness require. With a power-law repulsion the depth therefore depends much less on polarisation than the repulsive energy does. The larger polarisability quoted above would raise the repulsion further, to about 1.9 eV, but the depth only to 5.30 eV. A shortfall of about 0.3 eV against MP2 remains in either case.

This remainder depends on the assumed shape of the repulsion. Replace the power law by $R_0e^{-b(x-1)}$ with $b=r_0/\rho$. The conditions at $x=1$ become $bR_0=C+4P$ and $kr_0^2=-2C-20P+b^2R_0$, so $b$ equals the right-hand side of the second formula in (28), which is 6.93. The repulsion is then $9.56/6.93=1.38$ eV and the depth $5.995+0.892-1.380=5.51$ eV, 0.08 eV below MP2, a gap smaller than the 0.11 eV by which core correlation moves the reference. The shortfall of the power law is therefore no proof of a missing attraction. Nor does the closer agreement prove the exponential form, since $P$ is known only in size.

### The long-range laws

The Coulomb and polarisation terms can be examined separately by placing a bare point charge $\lambda e$ at a distance $r$ from Cl⁻. At long range the interaction energy is

$$U(\lambda)=-\lambda\frac{e^2}{r}-\lambda^2\frac{\alpha e^2}{2r^4}. \tag{31}$$

The first term changes sign with the charge, while the second does not, because the induced dipole reverses together with the field. Hence

$$\frac{U(-1)-U(1)}{2}=\frac{e^2}{r},\qquad
-\frac{U(-1)+U(1)}{2}=\frac{\alpha e^2}{2r^4}. \tag{32}$$

At $r=1.0$ nm the MP2 energies give 1.43998 eV for the first combination, where Coulomb's law requires 1.43996 eV. The second is 3.03 meV, where the polarisation law gives 2.97 meV, a difference of 2 % relative to the law.

At 0.50 nm the two laws together give $2.880+0.047=2.927$ eV for the work needed to remove a charge $+e$. The computed value for a bare charge is 2.933 eV, and for the whole molecule 2.966 eV. The difference of 0.033 eV between the last two is mostly an effect of the basis: with the more diffuse chlorine basis mentioned above, the two values become about 2.96 and 2.97 eV, and the difference shrinks to about 0.01 eV. The usual estimate of basis-set superposition, made for an anion in no field, is 0.001 eV at this distance and does not account for this sensitivity. The bare charge serves as a test only because no basis functions sit on it: a point charge $+e$ attracts electrons as a proton does, and with functions of its own it draws electrons away from the anion.

### Motion of the nuclei

The theorem treats the ions as being at rest at $r_0$. Quantum mechanics forbids this. In the harmonic approximation, with reduced mass $\mu$ and $\omega=\sqrt{k/\mu}$, the lowest vibrational energy is $\tfrac12\hbar\omega=0.022$ eV above the bottom of the well. This is 0.4 % of the MP2 depth.

Heat also lengthens the bond. Let $T$ be the temperature and $k_B$ Boltzmann's constant. For classical ions, free to rotate, the weight of a distance $r$ is $r^2e^{-E(r)/k_BT}$, the factor $r^2$ counting directions in space.

**Lemma 4.** *To leading order in $k_BT$, the mean distance in the two-term model is*

$$\langle r\rangle=r_0+\frac{(n+8)\,k_BT}{2\,k\,r_0}. \tag{33}$$

**Proof.** The third derivative of (22) with respect to $x$ at $x=1$ is

$$6C-(n+1)(n+2)C=-(n^2+3n-4)C=-(n-1)(n+4)C.$$

Dividing by $r_0^3$ and using $k=(n-1)C/r_0^2$ gives $g=E'''(r_0)=-(n+4)k/r_0$. Put $y=r-r_0$ and expand the weight about the Gaussian $e^{-ky^2/2k_BT}$. Apart from a constant, the terms odd in $y$ that matter at this order are in the factor

$$1+\frac{2y}{r_0}-\frac{g\,y^3}{6k_BT}.$$

The Gaussian averages are $\langle y^2\rangle=k_BT/k$ and $\langle y^4\rangle=3(k_BT/k)^2$. Hence

$$\langle y\rangle=\frac{2}{r_0}\frac{k_BT}{k}-\frac{g}{6k_BT}\,\frac{3(k_BT)^2}{k^2}
=\frac{2k_BT}{kr_0}+\frac{(n+4)k_BT}{2kr_0},$$

and the sum is (33). $\square$

The first part comes from rotation and the second from the lopsided well. At 1100 K, where $k_BT=0.0948$ eV, the shift is

$$\frac{15.07\times0.0948}{2\times631.3\times0.2402}\ \text{nm}=0.0047\ \text{nm}.$$

Direct averaging over the model energy between 0.15 and 0.6 nm gives $\langle r\rangle=0.2454$ nm, a shift of 0.0052 nm. An upper limit is needed because the weight of separated ions grows as $r^2$, so the average over unlimited space describes a dissociated pair. At this mean distance, (13) gives a cancelled fraction of $0.141\,(0.2402/0.2454)^{6.07}=0.124$. This is the fraction at one distance, not its thermal average. As a function of $r$, (13) is convex, so its average over the thermal motion is larger than its value at the mean distance.

### Separation into atoms

The depth $D$ refers to free ions, but these are not the lowest products. At the MP2 level, making Na⁺ and Cl⁻ from neutral atoms costs 1.31 eV. Separation into atoms therefore requires $5.59-1.31=4.28$ eV.

If the interaction between neutral atoms is neglected, the Coulomb energy of the ions falls below the energy of the atoms at the distance where $e^2/r=1.31$ eV, that is, at

$$r=\frac{1.43996}{1.31}\ \text{nm}=1.10\ \text{nm}. \tag{34}$$

Beyond this distance the ion pair is no longer the lowest state, and (1) describes an excited one. The minimum lies far inside, so the theorem is not disturbed there.

### The model beside a real salt source

Sodium chloride is used as a halide additive in the vapour growth of thin layers, and 1100 K is a rough temperature for its evaporation. The computed bond length is nearly 2 % longer than the measured one, 0.236 nm. The measured cost of forming the ions from atoms is about 1.53 eV, somewhat above the MP2 value, which would bring the crossing distance (34) down to about 0.94 nm. The model's assumption of rigid, unpolarisable ions is clearly broken: in the estimate above, lifting it roughly doubles the repulsive energy, while the depth moves by about 0.1 to 0.3 eV, depending on the shape assumed for the repulsion. The vapour also contains pairs of molecules bound together, which a single ion pair does not represent. Nor is $D$ the energy needed to evaporate the salt, since the salt leaves the surface largely as molecules and not as free ions. Halide precursors with mainly covalent bonds, such as silicon tetrachloride, lie outside the model. The numerical output follows this text.

## Values computed for the example and the checks

```
Direct minimisation, B = 1 eV x (0.25 nm)^n
  n =  2.5: r0 = 0.1433 nm, repulsion/Coulomb = 0.40000
  n =  5.0: r0 = 0.2413 nm, repulsion/Coulomb = 0.20000
  n =  8.0: r0 = 0.2620 nm, repulsion/Coulomb = 0.12500
  n = 12.0: r0 = 0.2673 nm, repulsion/Coulomb = 0.08333
Exponential repulsion, A = 1000 eV, rho = 0.030 nm:
  r0 = 0.2070 nm, repulsion/Coulomb = 0.1449
NaCl molecule, frozen-core MP2
  e^2 = 1.43996 eV nm
  equilibrium distance r0 = 0.2402 nm
  force constant k = 631.3 eV/nm^2 = 101.1 N/m
  Coulomb energy e^2/r0 = 5.995 eV
  exponent n from stiffness = 7.074
  cancelled fraction 1/n = 0.1414
  model repulsion at r0 = 0.848 eV
  model depth to free ions = 5.148 eV
  MP2 depth to free ions = 5.588 eV
  model depth minus MP2 depth = -0.440 eV
  relative depth error = -7.9 %
  net fraction 1 - D/C from MP2 = 0.0679
  anion basis-set superposition at r0 = 0.011 eV
Energy rise above the minimum
  r = 0.22 nm: model 0.179 eV, MP2 0.169 eV
  r = 0.26 nm: model 0.093 eV, MP2 0.097 eV
Polarisation of the anion
  polarisability of Cl- = 4.122 cubic angstrom
  polarisation energy P at r0 = 0.892 eV
  exponent n with polarisation = 5.927
  repulsion with polarisation = 1.613 eV
  repulsion/Coulomb with polarisation = 0.2691
  depth with polarisation = 5.274 eV
Cl- and a bare charge at r = 1.0 nm
  odd part 1.43998 eV, Coulomb law 1.43996 eV
  even part 3.025 meV, polarisation law 2.968 meV
Longer range, r = 0.50 nm
  Coulomb 2.880 eV, polarisation law 0.047 eV
  depth of Cl- with a bare charge +e = 2.933 eV
  depth of the whole molecule = 2.966 eV
  anion basis-set superposition = 0.001 eV
Nuclear motion
  zero-point energy = 0.0217 eV
  kT at 1100 K = 0.0948 eV
  thermal mean distance in the model = 0.2454 nm
Neutral-atom channel
  cost of ions from neutral atoms = 1.310 eV
  MP2 depth to neutral atoms = 4.278 eV
  Coulomb crossing distance = 1.099 nm
```
